# Gaunt energy of closed shells and its leading 1s² value

Two electrons in the 1s shell of an ion repel each other through their charges. Each also carries a current, because a 1s electron has a magnetic moment, and the two currents interact magnetically. The total current of the filled shell is zero, which suggests that the magnetic energy is zero too. It is not: the exchange part remains. A program that evaluates this energy must therefore know which sums cancel, and on what condition.

## Conventions

Hartree atomic units are used, with $c=1/\alpha$ and $\alpha$ the fine-structure constant. Bold $\boldsymbol\alpha$ is the vector of Dirac matrices, with the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks. The Gaunt operator is

$$g_{12}=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}} .$$

The energy treated here is its expectation value in one determinant of orthonormal, positive-energy spinors $\psi_a$. The transition currents, in units of $c$, are $\mathbf J_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b$. Then

$$\langle ab|g|cd\rangle=-\iint\frac{\mathbf J_{ac}(1)\cdot\mathbf J_{bd}(2)}{r_{12}}\,d^3r_1d^3r_2 ,$$

$$E_G=\tfrac12\sum_{ab}\big[\langle ab|g|ab\rangle-\langle ab|g|ba\rangle\big]=E_{\rm dir}+E_{\rm x}.$$

The terms $a=b$ are kept in both sums, where they cancel each other. With $\mathbf J=\sum_a\mathbf J_{aa}$,

$$E_{\rm dir}=-\frac12\iint\frac{\mathbf J(1)\cdot\mathbf J(2)}{r_{12}},\qquad
E_{\rm x}=+\frac12\sum_{ab}\iint\frac{\mathbf J_{ab}(1)\cdot\mathbf J_{ba}(2)}{r_{12}} .$$

The plus sign in $E_{\rm x}$ is the product of the exchange sign and the sign of the operator.

## Why the direct sum vanishes

A closed shell consists of complete Kramers pairs: with each $\psi$, its time-reversed partner $T\psi=U\psi^*$ is occupied, where $U=-i\Sigma_y$ and $\Sigma_y={\rm diag}(\sigma_y,\sigma_y)$. Since $U^\dagger=i\Sigma_y$,

$$U^\dagger\alpha_iU=\Sigma_y\alpha_i\Sigma_y=-\alpha_i^* .$$

The last equality follows from $\sigma_y\sigma_i\sigma_y=-\sigma_i^*$: the matrices $\sigma_x,\sigma_z$ are real and anticommute with $\sigma_y$, while $\sigma_y$ commutes with itself and is imaginary. The current of the partner is therefore

$$(T\psi)^\dagger\alpha_i(T\psi)=\psi^{T}U^\dagger\alpha_iU\psi^*=-(\psi^\dagger\alpha_i\psi)^*=-\psi^\dagger\alpha_i\psi ,$$

because $\psi^\dagger\alpha_i\psi$ is real. The currents of a pair cancel at every point, so $\mathbf J(\mathbf r)=0$ and $E_{\rm dir}=0$.

The direct mean-field operator $-\boldsymbol\alpha\cdot\int\mathbf J(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ vanishes as well. For a density matrix invariant under time reversal, the direct Gaunt matrix need not be built. An unpaired electron, or orbitals polarized by an external magnetic field, break the pairing, and the direct term must then be restored.

The exchange sum does not cancel in this way. Since $\mathbf J_{ba}=\mathbf J_{ab}^*$ and the Fourier transform $4\pi/k^2$ of $1/r$ is positive, each term of $E_{\rm x}$ is non-negative. Two opposite diagonal currents enter it with equal sign.

## The currents of the 1s shell

Let $\mathbf n=\mathbf r/r$, and let $\chi_a$ be the two spin states. The 1s spinors are

$$\psi_a=\frac1{\sqrt{4\pi}}\begin{pmatrix}g(r)\chi_a\\ i f(r)\,\boldsymbol\sigma\cdot\mathbf n\,\chi_a\end{pmatrix},\qquad \int_0^\infty r^2(g^2+f^2)\,dr=1 .$$

The matrices $\boldsymbol\alpha$ connect upper with lower components, so

$$\mathbf J_{ab}=\frac{ifg}{4\pi}\,\chi_a^\dagger\big[\boldsymbol\sigma,\boldsymbol\sigma\cdot\mathbf n\big]\chi_b .$$

From $[\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k$, the commutator is $2i\,\mathbf n\times\boldsymbol\sigma$. With $\boldsymbol\sigma_{ab}=\chi_a^\dagger\boldsymbol\sigma\chi_b$,

$$\mathbf J_{ab}=-\frac{fg}{2\pi}\,\mathbf n\times\boldsymbol\sigma_{ab}.$$

The current circulates around the spin direction.

The spin sum in $E_{\rm x}$ uses $\sum_{ab}\sigma^i_{ab}\sigma^j_{ba}={\rm Tr}(\sigma_i\sigma_j)=2\delta_{ij}$. Expanding the product of two cross products gives

$$\sum_{ab}(\mathbf n\times\boldsymbol\sigma_{ab})\cdot(\mathbf n'\times\boldsymbol\sigma_{ba})
=\sum_{ab}\big[(\mathbf n\cdot\mathbf n')(\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{ba})-(\mathbf n\cdot\boldsymbol\sigma_{ba})(\boldsymbol\sigma_{ab}\cdot\mathbf n')\big]
=(6-2)\,\mathbf n\cdot\mathbf n' .$$

Hence $\sum_{ab}\mathbf J_{ab}(1)\cdot\mathbf J_{ba}(2)=fg\,f'g'\,\mathbf n\cdot\mathbf n'/\pi^2$, where primes on $f,g$ here denote the second electron. In the expansion $1/r_{12}=\sum_l (r_<^l/r_>^{l+1})P_l(\mathbf n\cdot\mathbf n')$, the factor $\mathbf n\cdot\mathbf n'=P_1$ selects $l=1$, with angular integral $\iint P_1^2\,d\Omega\,d\Omega'=16\pi^2/3$. The prefactor is $\frac12\cdot\frac1{\pi^2}\cdot\frac{16\pi^2}{3}=\frac83$, so

$$E_G=\frac83\int_0^\infty\!\!\int_0^\infty r^2f(r)g(r)\;r'^2f(r')g(r')\,\frac{r_<}{r_>^2}\,dr\,dr' . \tag{1}$$

This holds for any 1s² shell of the stated spinor form, with screened or unscreened radial functions.

## Leading order

Let $\varepsilon$ be the orbital energy without the rest energy and $V$ the potential. The lower half of the Dirac equation is

$$c\,\boldsymbol\sigma\cdot\mathbf p\,(g\chi)+(V-2c^2)\,if\,\boldsymbol\sigma\cdot\mathbf n\chi=\varepsilon\, if\,\boldsymbol\sigma\cdot\mathbf n\chi .$$

With $\boldsymbol\sigma\cdot\mathbf p\,(g\chi)=-i\,(dg/dr)\,\boldsymbol\sigma\cdot\mathbf n\chi$ this gives

$$f=-\frac{c\,dg/dr}{2c^2+\varepsilon-V}\;\longrightarrow\;-\frac1{2c}\frac{dg}{dr}.$$

The limit requires $|\varepsilon-V|\ll2c^2$. It fails very near a point nucleus, but that region contributes only beyond leading order.

At this order $g$ alone is normalized, and the density of one orbital is $\rho=g^2/4\pi$. Then $fg=-\frac1{4c}\,d(g^2)/dr=-\frac{\pi}{c}\,d\rho/dr$, and

$$\mathbf J_{ab}=\frac1{2c}\nabla\rho\times\boldsymbol\sigma_{ab}=\frac1{2c}\nabla\times(\rho\,\boldsymbol\sigma_{ab}),$$

which is the current of a magnetization proportional to the spin density. The spin sum is the one found above, so

$$E_G=\frac12\cdot\frac{4}{4c^2}\iint\frac{\nabla_1\rho(1)\cdot\nabla_2\rho(2)}{r_{12}}
=\frac{\alpha^2}{2}\iint\rho(1)\rho(2)\,\nabla_1\cdot\nabla_2\frac1{r_{12}} .$$

Two integrations by parts give two minus signs, and the boundary terms vanish for a bound orbital. Because $\nabla_2(1/r_{12})=-\nabla_1(1/r_{12})$, the last factor is $-\nabla_1^2(1/r_{12})=4\pi\delta(\mathbf r_{12})$. Therefore

$$E_G=2\pi\alpha^2\int\rho^2\,d^3r . \tag{2}$$

Equation (2) applies to a doubly occupied real s orbital; $\rho$ is the density of one electron, not of two. For the hydrogenic orbital $\rho=Z^3e^{-2Zr}/\pi$,

$$\int\rho^2d^3r=\frac{Z^6}{\pi^2}\,4\pi\int_0^\infty r^2e^{-4Zr}dr=\frac{4Z^6}{\pi}\cdot\frac{2}{(4Z)^3}=\frac{Z^3}{8\pi},$$

$$\boxed{E_G=\frac{Z^3\alpha^2}{4}}\qquad\text{(leading order, hydrogenic 1s}^2).$$

One power $Z$ comes from the inverse distance and two powers of $Z\alpha$ from the two currents. The energy is positive.

## What "only exchange" means for one pair

The vanishing direct sum includes self terms. The direct integral between the two different electrons is not zero. Their currents are opposite, so

$$\langle\uparrow\downarrow|g|\uparrow\downarrow\rangle=+\iint\frac{\mathbf J_{\uparrow\uparrow}(1)\cdot\mathbf J_{\uparrow\uparrow}(2)}{r_{12}},\qquad \mathbf J_{\uparrow\uparrow}=\frac{\alpha}{2}\nabla\rho\times\hat{\mathbf z}.$$

The scalar product contains the $x$ and $y$ parts of $\nabla_1\rho\cdot\nabla_2\rho$ but not the $z$ part. For a spherical density each part contributes one third of $4\pi\int\rho^2$. The integral is therefore

$$\frac{\alpha^2}{4}\cdot\frac23\cdot4\pi\int\rho^2d^3r=\frac{2\pi\alpha^2}{3}\int\rho^2d^3r=\frac{Z^3\alpha^2}{12}.$$

The self part of the direct sum is $\frac12\sum_a\langle aa|g|aa\rangle=-Z^3\alpha^2/12$, which cancels it. The exchange sum contains the opposite self part, $+Z^3\alpha^2/12$. The remainder of the total, $Z^3\alpha^2/6$, is the exchange contribution of the two different electrons.

Both accounts give $Z^3\alpha^2/4$. Code that omits self terms must keep the direct integral, and code that drops the direct matrix must keep the self terms in exchange. A density-functional scheme that retains only the magnetic interaction of the total current assigns zero to this energy.

## Relativistic correction

For a point nucleus, (1) can be evaluated with the Dirac 1s functions. Their radial equations are

$$c\Big(\frac{df}{dr}+\frac{2f}{r}\Big)-\frac Zr g=\varepsilon g,\qquad -c\frac{dg}{dr}=\Big(\varepsilon+2c^2+\frac Zr\Big)f .$$

The second was derived above. The first is the upper half of the Dirac equation, with $\boldsymbol\sigma\cdot\mathbf p\,(f\,\boldsymbol\sigma\cdot\mathbf n)=-i\nabla\cdot(f\mathbf n)$, since $f\mathbf n$ has no curl. Insert $g\propto r^{\gamma-1}e^{-Zr}$ and $f=\eta g$. The $1/r$ terms require $c\eta(1+\gamma)=Z$ and $c(1-\gamma)=\eta Z$, hence

$$\gamma=\sqrt{1-Z^2\alpha^2},\qquad \eta=\frac{Z\alpha}{1+\gamma}.$$

The constant terms then agree for $\varepsilon=-c\eta Z=-c^2(1-\gamma)$. Let $D=g^2+f^2$. Because $1+\eta^2=2/(1+\gamma)$,

$$fg=\frac{\eta}{1+\eta^2}D=\frac{Z\alpha}{2}D,\qquad D=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}r^{2\gamma-2}e^{-2Zr}.$$

Put $x=2Zr$ and $y=2Zr'$ in (1), and count the region $y<x$ twice:

$$E_G=\frac83\,\frac{Z^2\alpha^2}{4}\,\frac{4Z}{\Gamma(2\gamma+1)^2}\iint_{y<x}x^{2\gamma-2}y^{2\gamma+1}e^{-x-y}\,dx\,dy .$$

With $x=s(1-t)$, $y=st$ and $dx\,dy=s\,ds\,dt$, the condition is $0<t<\frac12$. The $s$ integral is $\Gamma(4\gamma+1)$, so

$$E_G=\frac83Z^3\alpha^2\,\frac{\Gamma(4\gamma+1)}{\Gamma(2\gamma+1)^2}\,B,\qquad B=\int_0^{1/2}t^{2\gamma+1}(1-t)^{2\gamma-2}dt . \tag{3}$$

At $\gamma=1$, $B=1/64$ and the result is $\frac83\cdot\frac{24}{4}\cdot\frac1{64}=\frac14$, as before.

For the next order, differentiate $\ln E_G$ with respect to $\gamma$ at $\gamma=1$, holding the prefactor $Z^3\alpha^2$ fixed. With $\psi$ here the digamma function, the gamma functions give $4[\psi(5)-\psi(3)]=4(\frac13+\frac14)=\frac73$. The integral gives

$$\frac{B'}{B}=128\int_0^{1/2}t^3[\ln t+\ln(1-t)]dt .$$

Integration by parts yields

$$\int_0^{1/2}t^3\ln t\,dt=-\frac{\ln2}{64}-\frac1{256},$$

$$\int_0^{1/2}t^3\ln(1-t)\,dt=-\frac{\ln2}{64}+\frac14\int_0^{1/2}\frac{t^4}{1-t}dt=-\frac{\ln2}{64}+\frac14\Big(\ln2-\frac{131}{192}\Big),$$

where $t^4/(1-t)=1/(1-t)-1-t-t^2-t^3$ was used. Thus $B'/B=28\ln2-\frac{67}{3}$, and the full derivative is $28\ln2-20$. Since $\gamma-1\approx-(Z\alpha)^2/2$,

$$E_G=\frac{Z^3\alpha^2}{4}\big[1+(10-14\ln2)(Z\alpha)^2+\dots\big],\qquad 10-14\ln2\approx0.2959 .$$

## Relation to the Breit operator

The zero-frequency Breit operator is $-\frac12[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n_{12})(\boldsymbol\alpha_2\cdot\mathbf n_{12})]/r_{12}$, with $\mathbf n_{12}=\mathbf r_{12}/r_{12}$. Its difference from the Gaunt operator is

$$\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n_{12})(\boldsymbol\alpha_2\cdot\mathbf n_{12})}{2r_{12}}=-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r_{12},$$

with the derivatives acting on $r_{12}$ alone. Integration by parts moves them onto the currents as $\nabla\cdot\mathbf J_{ab}$. For 1s², $\mathbf J_{ab}$ is a radial function times $\mathbf r\times\boldsymbol\sigma_{ab}$. The gradient of the radial function is perpendicular to this vector, and the vector itself has no divergence. The difference therefore contributes nothing, and the Gaunt and Breit energies of the 1s² determinant agree. For a correlated pair they differ, as the example below shows. This argument does not cover exchange between different shells.

## Worked example: Be²⁺

The ion Be²⁺ has the configuration 1s² and $Z=4$, so $Z\alpha=0.02919$. The leading formula gives

$$E_G=\frac{4^3(0.00729735)^2}{4}=8.520\times10^{-4}\ \text{hartree}=0.02318\ \text{eV}.$$

For scale, the Coulomb repulsion of the same orbitals follows from the substitution used for (3):

$$Z\iint_{y<x}x\,y^2e^{-x-y}dx\,dy=24Z\int_0^{1/2}(1-t)t^2dt=\frac{5Z}{8}=2.5\ \text{hartree}.$$

The ratio of the two energies is $\frac25(Z\alpha)^2=3.41\times10^{-4}$.

Dirac hydrogenic spinors give these parts, in $10^{-4}$ hartree:

| Part | Value |
|---|---:|
| direct, different electrons | 2.841 |
| self part of direct sum | −2.841 |
| exchange, different electrons | 5.682 |
| complete exchange sum | 8.522 |

The complete exchange sum is 1.000252 times the leading value. At this charge relativity is a minor correction to the formula, and screening is the larger one. A nonrelativistic Hartree–Fock calculation with 15 s Gaussians gives $\int\rho^2d^3r=1.9906$ bohr⁻³, and (2) yields

$$E_G=2\pi(0.00729735)^2(1.9906)=6.660\times10^{-4}\ \text{hartree}=0.01812\ \text{eV}.$$

This is 0.782 of the hydrogenic value. An exponential orbital with charge $\zeta$ explains the reduction. Its energy is $\zeta^2-2Z\zeta+\frac58\zeta$, from kinetic energy, nuclear attraction and repulsion, and the minimum lies at $\zeta=Z-\frac5{16}=3.6875$. Then $\zeta^3\alpha^2/4=6.675\times10^{-4}$ hartree, 0.2% above the Hartree–Fock result. In this model the relative change is $(1-\frac{5}{16Z})^3-1\approx-\frac{15}{16Z}$, so screening enters at relative order $1/Z$. Electron correlation is outside both values, and it is not small, because (2) measures the probability of finding the two electrons at the same point. A correlated (Hylleraas) wave function of Be²⁺ gives $\langle\delta(\mathbf r_{12})\rangle\approx1.52$ bohr⁻³ in place of 1.99. At order $\alpha^2$ it gives a Gaunt energy of about $3.9\times10^{-4}$ hartree and a Breit energy of about $4.6\times10^{-4}$ hartree. These lie about 40% and 30% below the Hartree–Fock value, so for this ion correlation is a larger correction than screening.

For heavier ions the hydrogenic Dirac result (3), divided by $Z^3\alpha^2/4$, is:

| $Z$ | Dirac/leading | two-term series |
|---:|---:|---:|
| 4 | 1.0003 | 1.0003 |
| 20 | 1.0064 | 1.0063 |
| 40 | 1.0266 | 1.0252 |
| 80 | 1.1277 | 1.1009 |

At $Z=80$ the leading law is 11% below the Dirac value and the two-term series 2.4% below, both relative to the Dirac value. For hydrogenic orbitals, (3) should be used there. These numbers assume a point nucleus and unscreened orbitals and contain no correlation or radiative corrections. At $Z=80$ a finite nucleus lowers the value by about 0.2%, and finite nucleus and screening together lower it by about 1.4%. For a real ion, (1) should therefore be evaluated with screened, finite-nucleus radial functions. The numerical check builds the matrix elements from explicit Dirac matrices and quadrature, and compares them with (2) and (3).

## Numbers as computed

```
fine-structure constant             0.007297353
speed of light                      137.035999 a.u.
Hartree energy                      27.211386 eV
Be2+ (1s^2, Z = 4), hydrogenic orbitals
Z*alpha                             0.0291894
integral rho^2 = Z^3/(8 pi)         2.546479 bohr^-3
leading Z^3 alpha^2/4               8.520217e-04 hartree
  the same                          0.023185 eV
Dirac 1s^2: |direct sum| below 1e-10 of exchange: True
Dirac 1s^2: exchange sum            8.522366e-04 hartree
  direct, two different electrons   2.840789e-04 hartree
  exchange, two different electrons 5.681577e-04 hartree
  self part of the direct sum       -2.840789e-04 hartree
Coulomb repulsion 5Z/8              2.5000 hartree
leading Gaunt / Coulomb repulsion   3.408087e-04
Be2+, nonrelativistic Hartree-Fock orbital
number of s Gaussians               15
smallest exponent, ratio            0.3 bohr^-2, 2.2
Hartree-Fock energy                 -13.61129 hartree
integral rho^2                      1.99062 bohr^-3
Gaunt energy, contact form          6.66037e-04 hartree
  the same                          0.01812 eV
Gaunt energy, double integral       6.66037e-04 hartree
Hartree-Fock / hydrogenic leading   0.7817
screened charge Z - 5/16            3.6875
Gaunt energy with screened charge   6.67524e-04 hartree
First relativistic correction, coefficient of (Z alpha)^2
10 - 14 ln 2                        0.295939
from closed form, Z alpha = 0.001   0.295940
from quadrature at Z = 4            0.296088
Z | Dirac Gaunt (hartree) | Dirac/leading | 1 + correction
 4 | 8.522366e-04 | 1.000252 | 1.000252
20 | 1.071826e-01 | 1.006384 | 1.006304
40 | 8.746505e-01 | 1.026559 | 1.025215
80 | 7.686667e+00 | 1.127710 | 1.100859
```
